\section*{The Jellium Madelung Energy as a Continued Epstein Zeta Function}

\section{Jellium Madelung energy and lattice zeta functions}

\subsection{A sum on a line}

Consider the sum of $n^{-s}$ over the positive integers. It converges for $s>1$ and defines the Riemann zeta function $\zeta(s)$. Let $[x]$ be the integer part of $x$ and $\{x\}=x-[x]$. Since $n^{-s}=N^{-s}+s\int_n^N x^{-s-1}dx$, and since $[x]$ of the integers $n$ lie at or below $x$,
\begin{align}
\sum_{n=1}^{N}n^{-s}
&=N^{1-s}+s\int_1^N [x]\,x^{-s-1}dx \notag\\
&=1+\int_1^N x^{-s}dx-s\int_1^N\{x\}x^{-s-1}dx .
\label{eq:abel}
\end{align}
The second line uses $[x]=x-\{x\}$ and $N^{1-s}=1+(1-s)\int_1^N x^{-s}dx$. For $s>1$ the limit $N\to\infty$ gives
\begin{equation}
\zeta(s)=1+\frac{1}{s-1}-s\int_1^\infty\{x\}x^{-s-1}dx .
\label{eq:zeta1}
\end{equation}
The last integral converges for $\mathrm{Re}\,s>0$, so the right side is the analytic continuation to that half-plane, with a pole at $s=1$.

The term $1/(s-1)$ changes its meaning at the pole. For $s>1$ it is $\int_1^\infty x^{-s}dx$; for $0<s<1$ it is $-\int_0^1x^{-s}dx$. Using the second form in \eqref{eq:zeta1} and comparing with \eqref{eq:abel},
\begin{equation}
\zeta(s)=\lim_{N\to\infty}\left[\sum_{n=1}^{N}n^{-s}-\int_0^N x^{-s}dx\right],
\qquad 0<s<1 .
\label{eq:line}
\end{equation}
Continuation has subtracted a uniform background. The two forms of $1/(s-1)$ differ by $\int_0^\infty x^{-s}dx$, which diverges for every $s$ and has been discarded. The same mechanism gives the Coulomb energy of a three-dimensional lattice, where the pole lies at $s=3$ and the Coulomb exponent $s=1$ is below it.

\subsection{The energy to be calculated}

Let $\mathbf R$ run over a three-dimensional lattice with cell volume $\Omega$. Each site carries a unit point charge, and a rigid uniform background makes every cell neutral:
\begin{equation}
\rho(\mathbf r)=\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)-\frac1\Omega .
\label{eq:rho}
\end{equation}
Gaussian electrostatics is used, so a unit charge has potential $1/r$. A charge $q$ multiplies all energies by $q^2$, whatever its sign.

The energy per cell is half the integral of $\rho$ times the potential $\phi$, without the infinite interaction of a point charge with itself:
\begin{equation}
E=\frac12\left[\lim_{r\to0}\left(\phi(\mathbf r)-\frac1r\right)-\langle\phi\rangle\right],
\qquad
\langle\phi\rangle=\frac1\Omega\int_{\rm cell}\phi\,d^3r .
\label{eq:energy}
\end{equation}
The first term belongs to the point charge, the second to the background. Adding a constant to $\phi$ leaves $E$ unchanged because the cell is neutral. For the periodic problem we choose $\langle\phi\rangle=0$.

The Epstein zeta function of the lattice is
\begin{equation}
Z(s)=\sum_{\mathbf R\ne0}|\mathbf R|^{-s},\qquad \mathrm{Re}\,s>3,
\label{eq:epstein}
\end{equation}
and its continuation elsewhere. The claim is $E=Z(1)/2$. If the summand is written $|\mathbf R|^{-2s}$ instead, the same point is $s=1/2$.

\subsection{Continuation below the pole}

Substituting $x=\pi R^2t$ in the gamma integral gives
\begin{equation}
\pi^{-s/2}\Gamma(s/2)\,R^{-s}=\int_0^\infty t^{s/2-1}e^{-\pi R^2t}dt .
\label{eq:mellin}
\end{equation}
Define $\theta(t)=\sum_{\mathbf R}e^{-\pi R^2t}$, including $\mathbf R=0$. For real $s>3$ all terms are positive, so sum and integral may be exchanged:
\begin{equation}
\Lambda(s)\equiv\pi^{-s/2}\Gamma(s/2)Z(s)
=\int_0^\infty t^{s/2-1}[\theta(t)-1]\,dt .
\label{eq:lambda}
\end{equation}
Small $t$ corresponds to large distances. To find the behaviour there, expand the periodic function $\theta_{\mathbf r}(t)=\sum_{\mathbf R}e^{-\pi|\mathbf r-\mathbf R|^2t}$ in plane waves $e^{2\pi i\mathbf k\cdot\mathbf r}$, where $\mathbf k\cdot\mathbf R$ is an integer. In each coefficient the sum over $\mathbf R$ extends the cell integral to all space, leaving the Fourier transform of one Gaussian:
\begin{equation}
\theta_{\mathbf r}(t)=\frac{t^{-3/2}}{\Omega}
\sum_{\mathbf k}e^{-\pi k^2/t}e^{2\pi i\mathbf k\cdot\mathbf r}.
\label{eq:poisson}
\end{equation}
At $\mathbf r=0$ and small $t$, every term with $\mathbf k\ne0$ is exponentially small. The term $\mathbf k=0$, equal to $t^{-3/2}/\Omega$, is what makes \eqref{eq:lambda} diverge for $s\le3$.

Split \eqref{eq:lambda} at any $\tau>0$. Below $\tau$, write $\theta-1=(\theta-t^{-3/2}/\Omega)+t^{-3/2}/\Omega-1$ and integrate the two powers:
\begin{align}
\Lambda(s)={}&\int_\tau^\infty t^{s/2-1}[\theta(t)-1]dt
+\int_0^\tau t^{s/2-1}\left[\theta(t)-\frac{t^{-3/2}}{\Omega}\right]dt\notag\\
&-\frac{2\tau^{s/2}}{s}+\frac{2\tau^{(s-3)/2}}{\Omega(s-3)} .
\label{eq:split}
\end{align}
Both integrals converge for every complex $s$, since their brackets are exponentially small at the end that matters. Equation \eqref{eq:split} is therefore the continuation. The pole of $\Lambda$ at $s=0$ is cancelled in $Z$ by that of $\Gamma(s/2)$, so $Z$ has a single pole, at $s=3$. Its residue is $2\pi^{3/2}/[\Omega\,\Gamma(3/2)]=4\pi/\Omega$, the mean density of sites times the solid angle.

For $0<\mathrm{Re}\,s<3$ the two explicit terms are again integrals:
\begin{equation}
-\frac{2\tau^{s/2}}{s}=-\int_0^\tau t^{s/2-1}dt,\qquad
\frac{2\tau^{(s-3)/2}}{s-3}=-\int_\tau^\infty t^{(s-3)/2-1}dt .
\label{eq:powers}
\end{equation}
Inserted in \eqref{eq:split}, they complete the brackets on both sides of $\tau$:
\begin{equation}
\Lambda(s)=\int_0^\infty t^{s/2-1}h(t)\,dt,\qquad
h(t)=\theta(t)-1-\frac{t^{-3/2}}{\Omega},
\label{eq:strip}
\end{equation}
for $0<\mathrm{Re}\,s<3$. Compared with \eqref{eq:lambda}, the integral $\Omega^{-1}\int_0^\infty t^{(s-3)/2-1}dt$ has been removed. Because $\int e^{-\pi r^2t}d^3r=t^{-3/2}$, equation \eqref{eq:mellin} gives formally
\begin{equation}
\frac{\pi^{-s/2}\Gamma(s/2)}{\Omega}\int\frac{d^3r}{|\mathbf r|^s}
=\frac1\Omega\int_0^\infty t^{(s-3)/2-1}dt .
\label{eq:background}
\end{equation}
Apart from its sign and the factor $\pi^{-s/2}\Gamma(s/2)$, which is 1 at $s=1$, this is the interaction of one site with the uniform negative background, for the potential $r^{-s}$. It diverges at large distance for $s\le3$ and at small distance for $s\ge3$, so no value of $s$ makes it finite. Equation \eqref{eq:strip} is meaningful because the subtraction is made under the $t$ integral.

\subsection{The periodic potential}

It remains to show that this subtraction is the one made by electrostatics. For $\mathbf r$ not on a site, define
\begin{equation}
\phi(\mathbf r)=\int_0^\infty t^{-1/2}
\left[\theta_{\mathbf r}(t)-\frac{t^{-3/2}}{\Omega}\right]dt .
\label{eq:phi}
\end{equation}
The integral converges: by \eqref{eq:poisson} the bracket is exponentially small at small $t$, and at large $t$ the integrand falls as $t^{-2}$. The Fourier coefficient with $\mathbf k=0$ vanishes, so $\langle\phi\rangle=0$. For $\mathbf k\ne0$, put $u=1/t$:
\begin{equation}
\phi_{\mathbf k}=\frac1\Omega\int_0^\infty t^{-2}e^{-\pi k^2/t}dt
=\frac1\Omega\int_0^\infty e^{-\pi k^2u}du=\frac{1}{\pi\Omega k^2}.
\label{eq:phik}
\end{equation}
Poisson's equation $\nabla^2\phi=-4\pi\rho$ requires $4\pi^2k^2\phi_{\mathbf k}=4\pi/\Omega$, which is the same value. Thus \eqref{eq:phi} is the periodic, zero-mean potential of \eqref{eq:rho}. It is unique, because two such solutions differ by a periodic harmonic function, which is a constant, and the zero mean makes that constant vanish.

Equation \eqref{eq:mellin} at $s=1$ reads $1/r=\int_0^\infty t^{-1/2}e^{-\pi r^2t}dt$, since $\Gamma(1/2)=\sqrt\pi$. Subtracting it from \eqref{eq:phi} removes the term $\mathbf R=0$ from $\theta_{\mathbf r}$. For small $r$ the remaining bracket is bounded near $t=0$ and falls as $t^{-3/2}$ at large $t$, uniformly in $\mathbf r$. The limit may then be taken inside:
\begin{equation}
\lim_{r\to0}\left(\phi-\frac1r\right)
=\int_0^\infty t^{-1/2}h(t)\,dt=\Lambda(1)=Z(1).
\label{eq:site}
\end{equation}
With $\langle\phi\rangle=0$, equation \eqref{eq:energy} gives the result
\begin{equation}
\boxed{E=\tfrac12 Z(1)}
\label{eq:result}
\end{equation}
for any three-dimensional lattice with one charge per cell.

The split form \eqref{eq:split} at $s=1$ is the Ewald sum. In its first integral, $x^2=\pi R^2t$ turns each term into $\mathrm{erfc}(R\sqrt{\pi\tau})/R$. In the second, $u=1/t$ gives $e^{-\pi k^2/\tau}/(\pi\Omega k^2)$. With $\alpha^2=\pi\tau$ and $\mathbf G=2\pi\mathbf k$,
\begin{align}
Z(1)={}&\sum_{\mathbf R\ne0}\frac{\mathrm{erfc}(\alpha R)}{R}
+\frac{4\pi}{\Omega}\sum_{\mathbf G\ne0}\frac{e^{-G^2/4\alpha^2}}{G^2}
-\frac{2\alpha}{\sqrt\pi}-\frac{\pi}{\Omega\alpha^2}.
\label{eq:ewald}
\end{align}
The third term removes the self-interaction of the Gaussian charge used in the reciprocal sum. The last is the continued pole term of \eqref{eq:split}, and so carries the background. Without it the result would depend on $\alpha$.

\subsection{A second continuation}

The simple cubic lattice with $\Omega=1$ allows a check that does not use \eqref{eq:split}. Sum first along lines parallel to one axis. The line through the origin gives $2\zeta(s)$. A line at distance $\rho$ is treated by one-dimensional Poisson summation. With $w=(s-1)/2$ and $K_w$ the modified Bessel function,
\begin{align}
\sum_{c=-\infty}^{\infty}(\rho^2+c^2)^{-s/2}
={}&\frac{\sqrt\pi\,\Gamma(w)}{\Gamma(s/2)}\rho^{-2w}\notag\\
&+\frac{4\pi^{s/2}}{\Gamma(s/2)}\sum_{m=1}^\infty
\left(\frac m\rho\right)^{w}K_w(2\pi m\rho).
\label{eq:lines}
\end{align}
The Bessel terms decay exponentially and need no continuation. For the first term, the two-squares theorem gives $\sum(a^2+b^2)^{-w}=4\zeta(w)\beta(w)$ over integer pairs other than $(0,0)$, where $\beta(w)=1-3^{-w}+5^{-w}-\dots$ is continued like $\zeta$.

At $s=1$ two poles meet. The central line contributes $2/(s-1)$. Since $\zeta(0)=-1/2$ and $\beta(0)=1/2$, the other lines contribute $-\Gamma(w)\simeq-2/(s-1)$. The poles cancel, and the finite remainder is $Z(1)=-2.83729748$. Direct quadrature of \eqref{eq:strip} gives the same printed digits. At $s=2$, away from the Coulomb case, both methods give $-8.91363292$.

\subsection{Removing the cutoff smoothly}

The background can also be subtracted in real space if the sum and the integral share a smooth cutoff:
\begin{equation}
D(\epsilon)=\sum_{\mathbf R\ne0}\frac{e^{-\epsilon R^2}}{R}
-\frac1\Omega\int\frac{e^{-\epsilon r^2}}{r}d^3r .
\label{eq:cutoff}
\end{equation}
By \eqref{eq:mellin}, the cutoff replaces $t$ by $t+\epsilon/\pi$ in every Gaussian, so
\begin{equation}
D(\epsilon)=\int_0^\infty t^{-1/2}h(t+\epsilon/\pi)\,dt
\longrightarrow Z(1)\qquad(\epsilon\to0).
\label{eq:dlimit}
\end{equation}
The limit is allowed because $h$ is bounded and falls as $t^{-3/2}$. The leading error is linear in $\epsilon$, with coefficient $\pi^{-1}\int_0^\infty t^{-1/2}h'(t)dt$; this integral converges because $h'$ is exponentially small at small $t$.

For the simple cubic lattice with $\Omega=1$ and $\epsilon=0.015$, the sum is $416.045727$ and the background $418.879020$. Their difference is $-2.83329$, which lies $0.0040$ above $Z(1)$. At $\epsilon=0.03$ and $0.06$ the excess is $0.0080$ and $0.0161$, as expected for a linear error. For this lattice a sum of positive terms leaves a negative finite part because the background is slightly larger. The sign is not general: in a strongly elongated or flattened cell the near neighbours dominate, and a tetragonal lattice of unit volume with $c/a=4$ has $Z(1)=+0.458$. The cutoff $e^{-(\epsilon R^2)^2}$ was tested numerically as well and, extrapolated to $\epsilon=0$, gives the same limit within $2\times10^{-6}$ for all four lattices considered below.

\subsection{Sharp cells and the mean potential}

A sharp cutoff needs more care. Build the simple cubic crystal from complete cubic cells, each with a point charge at its centre and its share of background. Let $\rho_0$ be the charge density of one cell and $v$ its potential. Inversion removes the odd multipoles, and cubic symmetry removes the traceless quadrupole. The leading multipole has $l=4$, so $v$ falls as $r^{-5}$ and the potentials of the cells sum absolutely to a periodic potential $V$.

The mean of $V$ over one cell is $\Omega^{-1}\int v\,d^3r$ over all space. The Fourier transform of $v$ is $4\pi\tilde\rho_0(\mathbf q)/q^2$. Neutrality and inversion remove the first two terms in the expansion of $\tilde\rho_0$, and cubic symmetry replaces $(\mathbf q\cdot\mathbf r)^2$ by $q^2r^2/3$:
\begin{equation}
\tilde\rho_0(\mathbf q)=-\frac{q^2}{6}\int\rho_0r^2d^3r+O(q^4)
=\frac{q^2}{6}\langle r^2\rangle+O(q^4).
\label{eq:rhoq}
\end{equation}
The sign changes because the point charge at $r=0$ does not contribute and the background is negative. Taking $q\to0$,
\begin{equation}
\langle V\rangle=\frac{2\pi}{3\Omega}\langle r^2\rangle,\qquad
\lim_{r\to0}\left(V-\frac1r\right)=Z(1)+\frac{2\pi}{3\Omega}\langle r^2\rangle .
\label{eq:shift}
\end{equation}
The second equation holds because $V$ and $\phi$ solve the same Poisson equation and differ by a constant. For the unit cube $\langle r^2\rangle=3\times\frac1{12}=\frac14$, and the shift is $\pi/6=0.523599$.

So the sharply cut expression ``sum over the other sites minus integral over the cube'' does not tend to $Z(1)$. In finite cubes it extrapolates to $-2.313699$, in agreement with \eqref{eq:shift}. Half of this, $-1.15685$, is not the energy, because it omits the second term of \eqref{eq:energy}. With that term the shift cancels. For the central cell of a cube of $31^3$ cells,
\begin{equation}
E=\tfrac12(-2.3137254-0.5235721)=-1.418649,
\label{eq:cube}
\end{equation}
which is $Z(1)/2$ to the digits shown.

The energy settles sooner than the potential. With $3^3$ cells it is within $4\times10^{-5}$ of its limit, while the site potential is still off by $3\times10^{-3}$. To see why, expand the potential of an outer cell about the centre of the central one. The constant cancels in \eqref{eq:energy}. The odd terms average to zero over the cube, and the quadratic term averages to a multiple of the Laplacian, which vanishes there. Only terms of fourth and higher even order remain, and these fall off much faster with distance than the potential itself.

\subsection{Four lattices and a charged supercell}

If all lengths are multiplied by $L$, equation \eqref{eq:epstein} gives $Z(1)\to Z(1)/L$, and continuation preserves this scaling. With $L=\Omega^{1/3}$ and $Z_1$ the value at unit cell volume,
\begin{equation}
E=\frac{q^2Z_1}{2L}.
\label{eq:scaling}
\end{equation}
The triclinic lattice in the table has vectors proportional to $(1,0,0)$, $(0.3,1.1,0)$ and $(0.2,-0.4,1.3)$. The last column is for unit charge and $L=20$ bohr.
\begin{center}
\begin{tabular}{lcc}
Lattice & $Z_1$ & $E$ (hartree)\\
\hline
simple cubic & $-2.837297$ & $-0.070932$\\
fcc & $-2.888282$ & $-0.072207$\\
bcc & $-2.888462$ & $-0.072212$\\
triclinic & $-2.796517$ & $-0.069913$
\end{tabular}
\end{center}
For the simple cubic cell the arithmetic is $-2.837297/(2\times20)=-0.070932$ hartree, or $-1.930$ eV. An isolated point charge has zero energy in this convention, since its self-interaction is left out. The value is therefore the spurious energy that periodic images and background give to a point charge in a vacuum supercell, and subtracting it raises the computed energy by $1.930$ eV. It decays as $1/L$, so doubling the box edge only halves it. The spatial extent of a real charge and dielectric screening are outside this model.

For a crystal of electrons the natural length is $r_s$, defined by $\Omega=4\pi r_s^3/3$. At unit volume $r_s=0.620350$, so the bcc energy is
\begin{equation}
E=\frac{0.620350\times(-2.888462)}{2\,r_s}=-\frac{0.895929}{r_s}
\label{eq:wigner}
\end{equation}
in hartree, with $r_s$ in bohr. The fcc coefficient is $-0.895874$. Among these four lattices bcc is lowest, by about $6\times10^{-5}$ of the energy relative to fcc. This is the static electrostatic energy; zero-point motion and exchange are not included. It is the leading term at large $r_s$. Electrons crystallize only at very low density, with $r_s$ of order 100 bohr, so the formula does not describe the electron gas at metallic densities.

Two conditions limit the result. The background must be uniform and must neutralize each cell: without it the lattice sum diverges, because the exponent $s=1$ lies below the pole. And $Z(1)$ fixes the energy, or the site potential relative to its cell average. An absolute site potential also depends on how the crystal is terminated, as \eqref{eq:shift} shows. The numerical output below gives the remaining digits and the intermediate cube sizes.

\section*{Table of computed values}
\begin{verbatim}
Unit: length = (cell volume)^(1/3), charge = 1
simple cubic: Z(8) direct 6.9458079, split 6.9458079
fcc: Z(8) direct 5.0804521, split 5.0804522
bcc: Z(8) direct 5.1542644, split 5.1542644
triclinic: Z(8) direct 8.7779388, split 8.7779388
simple cubic: Z(1) = -2.83729748, energy Z(1)/2 = -1.41864874
fcc: Z(1) = -2.88828212, energy Z(1)/2 = -1.44414106
bcc: Z(1) = -2.88846150, energy Z(1)/2 = -1.44423075
triclinic: Z(1) = -2.79651651, energy Z(1)/2 = -1.39825825
simple cubic Z(1), zeta-beta-Bessel road: -2.83729748
simple cubic Z(1), subtracted integral: -2.83729748
simple cubic Z(2), zeta-beta-Bessel road: -8.91363292
simple cubic Z(2), subtracted integral: -8.91363292
simple cubic, cutoff exp(-0.06 R^2): sum 101.898528, background 104.719755, difference -2.821227
simple cubic, cutoff exp(-0.03 R^2): sum 206.610229, background 209.439510, difference -2.829281
simple cubic, cutoff exp(-0.015 R^2): sum 416.045727, background 418.879020, difference -2.833294
simple cubic: cutoff limits, Gaussian -2.837297, quartic -2.837297
fcc: cutoff limits, Gaussian -2.888282, quartic -2.888282
bcc: cutoff limits, Gaussian -2.888461, quartic -2.888462
triclinic: cutoff limits, Gaussian -2.796516, quartic -2.796517
unit cube: <1/r> = 2.38007736, <r^2> = 0.250000
predicted mean potential (2 pi/3)<r^2> = 0.52359878
cube of 3^3 cells: site potential -2.3166127, mean 0.5207550, energy -1.41868387
cube of 7^3 cells: site potential -2.3142220, mean 0.5230754, energy -1.41864869
cube of 15^3 cells: site potential -2.3138127, mean 0.5234847, energy -1.41864874
cube of 31^3 cells: site potential -2.3137254, mean 0.5235721, energy -1.41864874
large-cube limits: site -2.313699, mean 0.523599
half the site limit (not the energy): -1.156849
r_s for unit cell volume: 0.62035049
simple cubic: energy times r_s = -0.88005944 hartree bohr
fcc: energy times r_s = -0.89587362 hartree bohr
bcc: energy times r_s = -0.89592926 hartree bohr
triclinic: energy times r_s = -0.86741019 hartree bohr
supercell: charge 1 e, volume^(1/3) = 20.0 bohr
simple cubic supercell: -0.07093244 hartree = -1.930170 eV
fcc supercell: -0.07220705 hartree = -1.964854 eV
bcc supercell: -0.07221154 hartree = -1.964976 eV
triclinic supercell: -0.06991291 hartree = -1.902427 eV
\end{verbatim}
